# The Franz Two-Band Interpolation for Evanescent States in a Gap

## What a single band gets wrong

A metal state whose energy lies in the gap of an adjoining semiconductor does not stop at the interface. It continues as a decaying tail, a metal-induced gap state, and the decay constant \(\kappa\) sets how far its charge reaches.

The effective-mass formula of one band gives \(\kappa\) correctly near that band's edge and fails further in. Take a gap of 1.5 eV, a conduction mass of 0.1 and a valence mass of 0.4 electron masses. Close to the conduction edge, 1.35 eV above the valence edge, the valence formula gives \(\kappa=3.76\ \mathrm{nm^{-1}}\). The two-band result derived below is \(0.62\ \mathrm{nm^{-1}}\). The one-band formula has \(\kappa\) still growing at an energy where, for two bands coupled to each other, it must soon return to zero.

Using each parabola on its own side of their crossing is no cure. It produces a kink, a peak that is too high, and, for unequal masses, a peak at the wrong energy.

## Setting and conventions

Let the semiconductor fill \(x>0\), and let the wavevector component \(k\) along \(x\) be the one that may become complex. The assumptions are:

- Both band edges lie at \(k=0\), are nondegenerate apart from spin, and are coupled by a term linear in \(k\).
- Other bands enter through terms in \(k^2\) at most.
- The edge masses \(m_c\) and \(m_v\) are positive numbers in units of the electron mass \(m_0\). The valence band curves downward.

Energy \(\varepsilon\) is measured from the valence edge, so the gap is \(0<\varepsilon<E_g\). I write

\[
h=\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2},
\]

which is not Planck's constant. In the gap we set \(k=i\kappa\) with \(\kappa>0\). Then \(e^{ikx}=e^{-\kappa x}\), and the density falls as \(e^{-2\kappa x}\), with decay length \(1/(2\kappa)\).

The Franz interpolation is

\[
\frac{1}{\kappa^2}=\frac{h}{m_v\varepsilon}+\frac{h}{m_c(E_g-\varepsilon)} .
\]

The two edge masses alone do not force this form, since many functions share the same edge limits. A Hamiltonian is needed to single it out.

## The two-band Hamiltonian

In the basis (conduction edge state, valence edge state) take

\[
H(k)=\begin{pmatrix}E_g+hak^2 & Pk\\ Pk & hbk^2\end{pmatrix},
\qquad P^2=hXE_g .
\]

The numbers \(a\), \(b\) and \(X>0\) are dimensionless. The terms in \(a\) and \(b\) hold the free-electron kinetic energy and the effect of remote bands.

To connect them with the masses, use second-order perturbation theory at small real \(k\). The coupling pushes the levels apart by \(P^2k^2/E_g=hXk^2\) each:

\[
E_c(k)\simeq E_g+h(a+X)k^2,\qquad
E_v(k)\simeq h(b-X)k^2 .
\]

By definition of the masses these equal \(E_g+hk^2/m_c\) and \(-hk^2/m_v\). Hence

\[
\frac1{m_c}=a+X,\qquad \frac1{m_v}=X-b .
\]

There are two conditions for three parameters, so one parameter stays free. Subtracting them gives \(a+b=1/m_c-1/m_v\), which I call \(\Delta\).

## The equation for the decay constant

An energy \(\varepsilon\) belongs to \(k\) when \(\det[H(k)-\varepsilon]=0\):

\[
(E_g+hak^2-\varepsilon)(hbk^2-\varepsilon)-hXE_gk^2=0 .
\]

Put \(k^2=-\kappa^2\) and define \(q=h\kappa^2\), an energy. Every \(hk^2\) becomes \(-q\), so the coupling term changes sign:

\[
(E_g-\varepsilon-aq)(-\varepsilon-bq)+XE_gq=0 .
\]

Multiplying out the product gives

\[
-\varepsilon(E_g-\varepsilon)-bq(E_g-\varepsilon)+a\varepsilon q+abq^2+XE_gq=0 .
\]

Now split \(XE_g=X(E_g-\varepsilon)+X\varepsilon\) and collect the terms linear in \(q\). Their coefficient is

\[
D=(X-b)(E_g-\varepsilon)+(X+a)\varepsilon
=\frac{E_g-\varepsilon}{m_v}+\frac{\varepsilon}{m_c},
\]

where the last form uses the mass relations. Therefore

\[
ab\,q^2+Dq=\varepsilon(E_g-\varepsilon).
\]

The edge masses fix \(D\), which is positive throughout the gap. The remaining freedom in the Hamiltonian enters this equation only through the product \(ab\).

If \(ab=0\), so that at most one diagonal element carries a \(k^2\) term, the equation is linear in \(q\). Its solution is \(q=\varepsilon(E_g-\varepsilon)/D\), or

\[
\frac1q=\frac{D}{\varepsilon(E_g-\varepsilon)}
=\frac1{m_v\varepsilon}+\frac1{m_c(E_g-\varepsilon)} .
\]

Multiplying by \(h\) gives the Franz formula. Within this class of Hamiltonians it is an exact result. The choices \(a=0\) and \(b=0\) have the same spectrum, because they share \(D\) and \(ab=0\). For equal masses both \(k^2\) terms then vanish, and the linear coupling alone produces the masses.

## Effective-mass limits at both edges

Call the one-band values \(\kappa_v^2=m_v\varepsilon/h\) and \(\kappa_c^2=m_c(E_g-\varepsilon)/h\). The formula reads

\[
\frac1{\kappa^2}=\frac1{\kappa_v^2}+\frac1{\kappa_c^2}.
\]

Both terms are positive, so \(\kappa\) lies below each one-band value. The smaller of the two dominates, and near an edge that is the value of the near band.

To see how fast the limit is reached, factor out the valence term:

\[
\kappa^2=\frac{m_v\varepsilon}{h}\,
\frac{1}{1+\dfrac{m_v\varepsilon}{m_c(E_g-\varepsilon)}}
\simeq\frac{m_v\varepsilon}{h}\left(1-\frac{m_v}{m_c}\frac{\varepsilon}{E_g}\right).
\]

With \(\delta=E_g-\varepsilon\), the same step at the conduction edge gives

\[
\kappa^2\simeq\frac{m_c\delta}{h}\left(1-\frac{m_c}{m_v}\frac{\delta}{E_g}\right).
\]

In ordinary units the leading terms are \(2m_v^{*}\varepsilon/\hbar^2\) and \(2m_c^{*}\delta/\hbar^2\), with \(m^{*}=m\,m_0\). These are the required limits.

The correction carries the mass ratio, so the heavier edge has the narrower parabolic range. For the masses above, \(\kappa^2\) is 10 % below the near parabola when the ratio in the denominator is \(1/9\). At the valence edge this means \(0.4\,\varepsilon=0.1(1.5\ \mathrm{eV}-\varepsilon)/9\), so \(\varepsilon\approx0.04\) eV. At the conduction edge it means \(0.1\,\delta=0.4(1.5\ \mathrm{eV}-\delta)/9\), so \(\delta\approx0.46\) eV.

The leading terms hold for any \(ab\), but the first corrections do not. Near the valence edge \(q\simeq m_v\varepsilon\), so the term \(abq^2\) adds \(-ab\,m_v^2\varepsilon/E_g\) to the bracket. The correction shown is thus a property of the Franz form and not of the masses alone.

## The maximum for unequal masses

It is easier to minimise \(1/q\) than to maximise \(q\). Differentiating,

\[
\frac{d}{d\varepsilon}\frac1q=-\frac1{m_v\varepsilon^2}+\frac1{m_c(E_g-\varepsilon)^2},
\]

\[
\frac{d^2}{d\varepsilon^2}\frac1q=\frac2{m_v\varepsilon^3}+\frac2{m_c(E_g-\varepsilon)^3}>0 .
\]

The function \(1/q\) is convex and diverges at both edges, so it has one stationary point in the gap, a minimum. Setting the first derivative to zero gives \(m_v\varepsilon^2=m_c(E_g-\varepsilon)^2\). Both \(\varepsilon\) and \(E_g-\varepsilon\) are positive, so we take positive roots: \(\sqrt{m_v}\,\varepsilon=\sqrt{m_c}\,(E_g-\varepsilon)\). Solving for \(\varepsilon\),

\[
\varepsilon^*=E_g\frac{\sqrt{m_c}}{\sqrt{m_c}+\sqrt{m_v}} .
\]

For \(m_v>m_c\) this lies below midgap: the maximum moves towards the heavier band. The reason is that \(\kappa\) rises more steeply from the heavier edge.

For the height, write \(S=\sqrt{m_c}+\sqrt{m_v}\), so that \(E_g-\varepsilon^*=E_g\sqrt{m_v}/S\). Then

\[
\frac1{q_{\max}}=\frac{S}{E_g}\left(\frac1{m_v\sqrt{m_c}}+\frac1{m_c\sqrt{m_v}}\right)
=\frac{S}{E_g}\,\frac{\sqrt{m_c}+\sqrt{m_v}}{m_cm_v}=\frac{S^2}{E_gm_cm_v}.
\]

Since \(S/\sqrt{m_cm_v}=1/\sqrt{m_c}+1/\sqrt{m_v}\), this becomes

\[
\kappa_{\max}=\sqrt{\frac{E_g}{h}}\;\frac{1}{1/\sqrt{m_c}+1/\sqrt{m_v}} .
\]

Two limits are instructive. For equal masses \(m\), the maximum is at midgap and \(\kappa_{\max}=\tfrac12\sqrt{mE_g/h}\). For \(m_v\to\infty\) the maximum moves to the valence edge and \(\kappa_{\max}\to\sqrt{m_cE_g/h}\). The conduction parabola then holds at every fixed energy inside the gap.

## Crossing and midgap

The one-band values cross where \(m_v\varepsilon=m_c(E_g-\varepsilon)\), at

\[
\varepsilon_\times=\frac{E_gm_c}{m_c+m_v}.
\]

This expression has masses where \(\varepsilon^*\) has their square roots, so for unequal masses the two energies differ. At the crossing the two terms of \(1/\kappa^2\) are equal, and \(\kappa\) is \(1/\sqrt2\) of the one-band value.

The crossing and midgap share the same \(\kappa\). At midgap \(1/q=(2/E_g)(1/m_v+1/m_c)\). At the crossing \(1/q=2/(m_v\varepsilon_\times)=2(m_c+m_v)/(E_gm_cm_v)\), which is the same expression. The maximum lies between these two energies.

## Why the maximum is a branch point

Read the relation the other way and ask which energies belong to a given \(\kappa\). For \(ab=0\), write \(D=E_g/m_v+\Delta\varepsilon\) in \(Dq=\varepsilon(E_g-\varepsilon)\):

\[
\varepsilon^2-(E_g-\Delta q)\varepsilon+\frac{E_gq}{m_v}=0 .
\]

The discriminant is

\[
(E_g-\Delta q)^2-\frac{4E_gq}{m_v}
=E_g^2-2E_gq\left(\frac1{m_c}+\frac1{m_v}\right)+\Delta^2q^2 .
\]

With \(\alpha=1/\sqrt{m_c}\) and \(\beta=1/\sqrt{m_v}\), we have \(\Delta=\alpha^2-\beta^2\), and the expression factors as

\[
\left[E_g-(\alpha+\beta)^2q\right]\left[E_g-(\alpha-\beta)^2q\right].
\]

Its first zero is \(q=E_g/(\alpha+\beta)^2=q_{\max}\). Below it there are two real energies, one continuing from each band edge. At \(q_{\max}\) they merge, and just above it they form a complex pair. The two bands are thus joined through imaginary \(k\) by one loop, with its turning point at \(\varepsilon^*\).

Wherever two real energies merge in this way, the state is an equal mixture of the two basis states, also when \(ab\neq0\). Such a point exists only for \(X\le1/m_c+1/m_v\); for stronger coupling at fixed edge masses the energies never merge at imaginary \(k\). Write the diagonal elements of \(H(i\kappa)\) as \(A\) and \(B\). The eigenvalues are

\[
\varepsilon=\frac{A+B}2\pm\frac12\sqrt{(A-B)^2-4P^2\kappa^2}.
\]

They merge when \(|A-B|=2P\kappa\), and then \(A-\varepsilon=(A-B)/2\). For an eigenvector \((u,w)\) the first row reads \((A-\varepsilon)u+iP\kappa w=0\). Both coefficients have magnitude \(P\kappa\), so \(|u|=|w|\).

Away from the turning point the weights depend on the chosen form of \(H\). For \(b=0\) the second row is \(iP\kappa u=\varepsilon w\), which gives

\[
\frac{|u|^2}{|w|^2}=\frac{\varepsilon^2}{P^2\kappa^2}=\frac{m_v\varepsilon^2}{E_gq},
\]

because \(X=1/m_v\). In the example the conduction weight is 0.23 at 0.25 eV, 0.50 at 0.50 eV and 0.86 at 1.00 eV. The gap state changes from mainly valence-like to mainly conduction-like as its energy rises.

This change of character is why the branch point is used as an estimate of the charge neutrality level of a contact. The identification is not derived here. It needs a sum over wavevectors parallel to the interface, all relevant bands, and the charge at the interface itself.

## The decay seen in real space

That \(\kappa\) is a spatial decay constant can be read from the resolvent. For \(b=0\), its conduction element is \(\varepsilon/\det[\varepsilon-H(k)]\). At real \(k\),

\[
\det[\varepsilon-H(k)]=(\varepsilon-E_g-hak^2)\varepsilon-hXE_gk^2
=-\varepsilon(E_g-\varepsilon)-hk^2(a\varepsilon+XE_g).
\]

For \(b=0\) the last bracket is \(D\), and \(\varepsilon(E_g-\varepsilon)=Dh\kappa^2\). The determinant is therefore \(-hD(k^2+\kappa^2)\), and

\[
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{ikx}\,\frac{-\varepsilon}{hD(k^2+\kappa^2)}
=-\frac{\varepsilon}{2hD\kappa}\,e^{-\kappa|x|}.
\]

Numerical Fourier integrals at 1 and 2 nm give decay constants of \(1.2075\ \mathrm{nm^{-1}}\) at 0.25 eV and \(1.0801\ \mathrm{nm^{-1}}\) at 1.00 eV. Both agree with the Franz formula to the digits shown.

## Worked example

The parameters are round model values, chosen to make the asymmetry visible, and do not describe a particular solid: \(E_g=1.5\) eV, \(m_c=0.1\), \(m_v=0.4\). The square roots of the masses are in the ratio \(1:2\), so

\[
\varepsilon^*=\frac{1.5\ \mathrm{eV}}{1+2}=0.50\ \mathrm{eV}.
\]

For the height, \(\sqrt{1.5/0.0381}=6.275\ \mathrm{nm^{-1}}\) and \(1/\sqrt{0.1}+1/\sqrt{0.4}=3.162+1.581=4.743\). Hence

\[
\kappa_{\max}=\frac{6.275}{4.743}\ \mathrm{nm^{-1}}=1.323\ \mathrm{nm^{-1}},
\qquad \frac1{2\kappa_{\max}}=0.378\ \mathrm{nm}.
\]

A numerical search using the determinant of \(H(i\kappa)\), without the Franz formula, finds the same position and height.

| \(\varepsilon\) (eV) | \(\kappa\) (nm⁻¹) | \(1/(2\kappa)\) (nm) |
|---|---|---|
| 0.15 | 1.044 | 0.479 |
| 0.30 | 1.255 | 0.398 |
| 0.50 | 1.323 | 0.378 |
| 0.75 | 1.255 | 0.398 |
| 1.00 | 1.080 | 0.463 |
| 1.35 | 0.619 | 0.808 |

The curve is lopsided. At 0.15 eV from the valence edge the density decay length is 0.48 nm, while at the same distance from the conduction edge it is 0.81 nm. The lighter band lets the tail reach further.

The rows at 0.30 and 0.75 eV agree because they are the parabola crossing and midgap. At the crossing either parabola gives \(1.775\ \mathrm{nm^{-1}}\), and division by \(\sqrt2\) gives 1.255. Joining the parabolas there would put the peak 0.20 eV too low and make it 34 % higher than \(\kappa_{\max}\). Taking the midgap value for the maximum is a milder error: it is 5 % below \(\kappa_{\max}\).

## When both diagonal terms are present

In general \(ab\neq0\). Let \(q_F\) be the Franz value, so that \(\varepsilon(E_g-\varepsilon)=Dq_F\). The quadratic \(abq^2+Dq-Dq_F=0\) has the root

\[
q=\frac{-D+\sqrt{D^2+4abDq_F}}{2ab}.
\]

This is the root that tends to \(q_F\) as \(ab\to0\). Multiplying numerator and denominator by \(D+\sqrt{D^2+4abDq_F}\) removes the apparent singularity:

\[
q=\frac{2q_F}{1+\sqrt{1+4ab\,q_F/D}} .
\]

Where the root is real, positive \(ab\) lowers \(\kappa\) and negative \(ab\) raises it.

Take \(b=1\) with the same edge masses. Then \(X=1/0.4+1=3.5\), \(a=1/0.1-3.5=6.5\) and \(ab=6.5\). At 0.50 eV, \(D=1.0/0.4+0.5/0.1=7.5\) eV and \(q_F=0.0381\times1.323^2=0.0667\) eV. So \(4ab\,q_F/D=0.231\), and

\[
\frac{q}{q_F}=\frac{2}{1+\sqrt{1.231}}=0.948,\qquad
\kappa=\sqrt{0.948}\times1.323=1.288\ \mathrm{nm^{-1}} .
\]

Relative to this value the Franz result is 2.7 % too high. At 0.15 eV it is 2.6 % too high, and at 1.00 eV 1.2 %. The maximum moves from 0.500 to 0.513 eV. These figures belong to this choice of \(b\) and are not a general error bound.

The example has a further limit. For \(ab>0\) the product of the two roots, \(-\varepsilon(E_g-\varepsilon)/(ab)\), is negative, so the second root has \(q<0\) and belongs to a real \(k\). One band of the model then re-enters the gap at large \(k\); here it does so at \(k=5.65\ \mathrm{nm^{-1}}\) for 0.50 eV. This state lies outside the range of an expansion about \(k=0\) and is discarded. The comparison concerns only the decaying root that continues from the band edges.

The opposite extreme shows what the coupling does. Let \(X\to0\), so that \(a=1/m_c\), \(b=-1/m_v\) and \(ab=-1/(m_cm_v)\). The quadratic then has the roots \(q=m_v\varepsilon\) and \(q=m_c(E_g-\varepsilon)\): their sum is \(m_cm_vD\) and their product \(m_cm_v\varepsilon(E_g-\varepsilon)\), as required. These are the two bare parabolas, which cross without joining. The edge masses are the same as before, yet there is no smooth loop. The Franz form therefore presupposes that the two bands are coupled along the decay direction. Coupling alone is not enough. At fixed masses \(ab=(1/m_c-X)(X-1/m_v)\) is unchanged when \(X\) is replaced by \(1/m_c+1/m_v-X\), so the strong coupling \(X=1/m_c+1/m_v\) gives the same two bare parabolas. The Franz form is obtained only for \(X=1/m_v\) or \(X=1/m_c\).

## Where the formula stops being reliable

The model also limits itself at large real \(k\). There the secular equation reads \(hk^2D=-\varepsilon(E_g-\varepsilon)\) for \(ab=0\). If \(\varepsilon\) stays finite as \(k\to\infty\), then \(D\) must tend to zero. With \(D=E_g/m_v+\Delta\varepsilon\) and \(m_c<m_v\), the valence band flattens at

\[
\varepsilon=-\frac{E_g}{m_v\Delta}=-\frac{E_gm_c}{m_v-m_c},
\]

which is \(-0.5\) eV in the example. This flattening comes from truncating the Hamiltonian and should not be read as the bandwidth of a solid. For \(m_c>m_v\) the conduction band flattens instead.

Inside the gap the main limits are physical. A density decay length near 0.4 nm is comparable with atomic distances, where an expansion about \(k=0\) has no guaranteed accuracy. An indirect gap has its edges at different wavevectors, so its two edges need not lie on one loop. Degenerate valence bands bring several decay constants, and the slowest one that couples to the metal governs the far tail. The mass \(m_v\) must be that of the valence band coupled to the conduction edge. In GaAs along [001] this is the light hole. The heavy hole has no linear coupling to the conduction edge, and its \(\kappa\) keeps growing across the gap. With \(E_g=1.52\) eV, \(m_c=0.067\) and the light-hole mass 0.090, the formulas above put the maximum at 0.70 eV with \(0.88\ \mathrm{nm^{-1}}\), close to midgap. A \(k\cdot p\) model with conduction, light-hole and split-off bands gives 0.72 eV and \(0.85\ \mathrm{nm^{-1}}\). Inserting the heavy-hole mass 0.35 instead would give 0.46 eV and \(1.14\ \mathrm{nm^{-1}}\), which is wrong in both position and height. In such cases the complex bands should be computed from a fuller Hamiltonian. The numerical output below gives the values of the model example.

## Calculated quantities

```
gap Eg = 1.50 eV; m_c = 0.10 m0; m_v = 0.40 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
matrix with b = 0: a = 7.50, X = 2.50 (dimensionless)
coupling P for b = 0: 0.3780 eV nm
energies eps are measured from the valence edge
columns: eps (eV), Franz kappa (1/nm), density decay length (nm),
 valence-only kappa (1/nm), conduction-only kappa (1/nm)
 0.15  1.0442  0.4789  1.2549  1.8824
 0.30  1.2549  0.3984  1.7747  1.7747
 0.50  1.3228  0.3780  2.2912  1.6201
 0.75  1.2549  0.3984  2.8061  1.4030
 1.00  1.0801  0.4629  3.2402  1.1456
 1.35  0.6189  0.8079  3.7647  0.6275
maximum, formula: eps* = 0.5000 eV
maximum, formula: kappa_max = 1.3228 1/nm
maximum, determinant: 0.5000 eV, 1.3228 1/nm
shortest density decay length = 0.3780 nm
midgap kappa / kappa_max = 0.9487
parabola crossing: eps = 0.3000 eV
single-band kappa at crossing = 1.7747 1/nm
Franz kappa at crossing = 1.2549 1/nm
edge test at distance 0.0015 eV from each edge:
 kappa^2 / valence parabola = 0.996012
 kappa^2 / conduction parabola = 0.999750
 correction slopes: valence 3.9880, conduction 0.2502
energies at 0.99 kappa_max: 0.4051, 0.6048 eV
energies at 1.01 kappa_max: 0.4950 +/- 0.1001 i eV
conduction weight of the evanescent state, b = 0:
 eps = 0.25 eV: 0.2308
 eps = 0.50 eV: 0.5000
 eps = 1.00 eV: 0.8571
decay constant from the real-space resolvent, 1 to 2 nm:
 eps = 0.25 eV: 1.2075 1/nm, Franz 1.2075 1/nm
 eps = 1.00 eV: 1.0801 1/nm, Franz 1.0801 1/nm
same edge masses with b = 1: a = 6.50, X = 3.50
 eps = 0.15 eV: kappa = 1.0177 1/nm, Franz too high by 2.60 %
 eps = 0.50 eV: kappa = 1.2880 1/nm, Franz too high by 2.70 %
 eps = 1.00 eV: kappa = 1.0668 1/nm, Franz too high by 1.24 %
 maximum for b = 1: 0.5129 eV, 1.2882 1/nm
valence band at large real k, b = 0: -0.5000 eV
```
